**Apparent activation energy of sharp spike anneals**

For diffusivity $D=D_0e^{-E/kT}$ and linear ramps whose rates are the same in every spike, the slope of $\ln(Dt)$ against $-1/kT_p$ is $E+2k\langle T\rangle$ plus a negligible start term. Here $Dt$ is the time integral of $D$, $T_p$ is the peak temperature and $\langle T\rangle$ is the mean temperature weighted by $D$. The program integrates $D$ over time and asserts this identity, and the bounds $2kT_p(1-kT_p/E)<2k\langle T\rangle<2kT_p$, for three energies and three peaks. It also asserts that the slope is the same for a second pair of ramp rates, and that a finite-difference solution of the diffusion equation gives the expected variance growth and Gaussian profile. Further assertions cover the fitted line and its $T_p^2$ correction, parabolic and rounded tips, a hold at the peak, radiative cooling and a constant damage residue. For $E=3.5$ eV at 1050 °C the output shows an excess of 0.221 eV, against $2kT_p=0.228$ eV. With radiative cooling the excess becomes $-0.105$ eV, so the result depends on ramp rates that do not vary with temperature. The shifts from thermometer error and doping are printed as estimates of size and are not asserted.

## Check in Python

```python
"""Apparent activation energy from spike anneals with identical ramps.

Result under test: if D = D0 exp(-E/kT) and every spike has the same
linear ramp rates and a sharp peak Tp, the slope of ln(Dt) against
-1/(k Tp) is E + 2k<T>, with <T> the D-weighted mean temperature, plus a
negligible start term. To leading order the excess over E is 2 k Tp.
Here Dt is the time integral of D, in nm^2; temperatures are in K,
energies in eV, times in s. Peaks are also labelled in Celsius.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded

K = constants.k / constants.e
ZERO_C = constants.zero_Celsius
D0 = 1.0e14            # nm^2/s, equal to 1 cm^2/s
ENERGY = 3.5           # eV
RATES = (200.0, 80.0)  # K/s, heating and cooling
START = 600.0 + ZERO_C
MID = 1050.0 + ZERO_C


def diffusivity(T, energy=ENERGY):
    return D0 * np.exp(-energy / (K * T))


def leg(temperature, duration, D, corner=None):
    """Integral of D over time s measured away from the peak."""
    edges = [0.0, duration] if corner is None else [0.0, corner, duration]
    return sum(quad(lambda s: D(temperature(s)), a, b,
                    epsabs=0, epsrel=1e-10, limit=300)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def sharp(Tp, D=diffusivity, rates=RATES):
    return sum(leg(lambda s, R=R: Tp - R * s, (Tp - START) / R, D)
               for R in rates)


def slope(budget, Tp, h=0.5):
    """Apparent energy: d ln(budget) / d(-1/kT), central difference."""
    rise = np.log(budget(Tp + h) / budget(Tp - h))
    return rise / (1 / (K * (Tp - h)) - 1 / (K * (Tp + h)))


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


# Exact excess, bounds, and independence of the ramp rates
inverse_rates = sum(1 / R for R in RATES)
for energy in (2.0, 3.5, 5.0):
    for Tp in (1173.15, MID, 1473.15):
        D = lambda T: diffusivity(T, energy)
        B = sharp(Tp, D)
        mean = sharp(Tp, lambda T: T * D(T)) / B
        start_term = K * START**2 * D(START) * inverse_rates / B
        extra = slope(lambda T: sharp(T, D), Tp) - energy
        assert abs(extra - 2 * K * mean - start_term) < 1e-6
        assert 2*K*Tp*(1 - K*Tp/energy) < 2 * K * mean < 2 * K * Tp
E_app = slope(sharp, MID)
excess = E_app - ENERGY
other_rates = slope(lambda T: sharp(T, rates=(100.0, 100.0)), MID)
assert abs(other_rates - E_app) < 1e-6

# The deficit below 2kT tends to 2(kT)^2/E as E grows
kT = K * MID
deficit_ratios = []
for energy in (3.5, 7.0, 14.0):
    e = slope(lambda T: sharp(T, lambda x: diffusivity(x, energy)), MID)
    deficit_ratios.append((2*kT - (e - energy)) * energy / (2 * kT**2))
gaps = [1 - r for r in deficit_ratios]
assert gaps[0] > gaps[1] > gaps[2] > 0 and gaps[2] < 0.05

# Diffusion equation for a Gaussian marker through the 1050 C spike
sigma0, dx = 3.0, 0.25
x = np.arange(-45.0, 45.0 + dx / 2, dx)
profile = np.exp(-x**2 / (2 * sigma0**2))
steps = []
for R, count, heating in ((RATES[0], 600, True), (RATES[1], 1500, False)):
    dt = (MID - START) / R / count
    below = R * dt * (np.arange(count) + 0.5)
    temps = MID - (below[::-1] if heating else below)
    steps += [(dt, T) for T in temps]
for dt, T in steps:
    r = diffusivity(T) * dt / (2 * dx**2)
    rhs = profile.copy()
    rhs[1:-1] += r * (profile[2:] - 2 * profile[1:-1] + profile[:-2])
    bands = np.full((3, x.size), -r)
    bands[1] = 1 + 2 * r
    profile = solve_banded((1, 1), bands, rhs)
B_mid = sharp(MID)
variance = np.sum(x**2 * profile) / np.sum(profile)
assert abs((variance - sigma0**2) / (2 * B_mid) - 1) < 1e-3
final_var = sigma0**2 + 2 * B_mid
gauss = sigma0 / np.sqrt(final_var) * np.exp(-x**2 / (2 * final_var))
profile_error = np.max(np.abs(profile - gauss)) / gauss.max()
assert profile_error < 2e-3

# Arrhenius fit to five spikes and its correction
peaks_C = np.array([1000.0, 1025.0, 1050.0, 1075.0, 1100.0])
peaks = peaks_C + ZERO_C
budgets = np.array([sharp(T) for T in peaks])
fit = np.polyfit(1 / (K * peaks), np.log(budgets), 1)
fit_energy = -fit[0]
fixed = -np.polyfit(1 / (K * peaks), np.log(budgets / peaks**2), 1)[0]
assert abs(fit_energy - E_app) < 2e-3
assert abs(fixed - ENERGY) < 2.5 * kT**2 / ENERGY
time_mid = B_mid / diffusivity(MID)
time_simple = K * MID**2 / ENERGY * inverse_rates
assert 0 < time_simple / time_mid - 1 < 2 * kT / ENERGY
prefactor = np.exp(fit[1]) / time_mid / D0
assert abs(np.log(prefactor) - 2) < 0.1
soak_T = 800.0 + ZERO_C
line_D = np.exp(np.polyval(fit, 1 / (K * soak_T))) / time_mid
soak_ratio = line_D / diffusivity(soak_T)

# Other pulse shapes: rounded tip, parabola, hold
SLEW = 0.5  # s, time for the rate to turn from heating to cooling
curvature = sum(RATES) / SLEW


def rounded(Tp, D=diffusivity):
    total = 0.0
    for R in RATES:
        corner, drop = R / curvature, R**2 / (2 * curvature)

        def temperature(s):
            if s < corner:
                return Tp - curvature * s**2 / 2
            return Tp - R * s + drop
        total += leg(temperature, (Tp - START + drop) / R, D, corner)
    return total


def parabola(Tp):
    end = np.sqrt(2 * (Tp - START) / curvature)
    return 2 * leg(lambda s: Tp - curvature * s**2 / 2, end, diffusivity)


rounded_excess = slope(rounded, MID) - ENERGY
weighted = rounded(MID, lambda T: diffusivity(T) * (MID / T)**2)
assert abs(ENERGY * (weighted / rounded(MID) - 1) - rounded_excess) < 1e-5
parabola_excess = slope(parabola, MID) - ENERGY
assert abs(parabola_excess - kT) < 2 * kT**2 / ENERGY
HOLD = 5.0
held = lambda T: sharp(T) + HOLD * diffusivity(T)
hold_excess = slope(held, MID) - ENERGY
ramp_share = B_mid / held(MID)
assert abs(hold_excess - ramp_share * excess) < 1e-5
soak_excess = slope(lambda T: HOLD * diffusivity(T), MID) - ENERGY
assert abs(soak_excess) < 1e-6


# Radiative cooling: rate 80 K/s at 1050 C, proportional to T^4
def cooling(Tp):
    a = 3 * RATES[1] / MID**4
    return leg(lambda s: (Tp**-3 + a * s)**(-1 / 3),
               (START**-3 - Tp**-3) / a, diffusivity)


heating_leg = lambda T: sharp(T, rates=RATES[:1])
radiative = lambda T: heating_leg(T) + cooling(T)
radiative_excess = slope(radiative, MID) - ENERGY
cool_share = cooling(MID) / radiative(MID)
assert abs(radiative_excess - 2 * kT * (1 - 2 * cool_share)) < 0.01
cool_excess = slope(cooling, MID) - ENERGY
assert abs(cool_excess + 2 * kT) < 3 * kT**2 / ENERGY

# Thermometer error, doping and damage
READ_ERROR = 3.0  # K, error at the hottest peak, zero at the coolest
read = peaks + READ_ERROR * (peaks - peaks[0]) / (peaks[-1] - peaks[0])
read_shift = -np.polyfit(1 / (K*read), np.log(budgets), 1)[0] - fit_energy
DOPING = 1e18     # cm^-3, marker peak
carriers = lambda T: 4e16 * T**1.5 * np.exp(-0.6 / (K * T))  # rough


def doped_D(T):
    half = DOPING / (2 * carriers(T))
    return diffusivity(T) * (half + np.sqrt(1 + half**2))


doping_shift = slope(lambda T: sharp(T, doped_D), MID) - E_app
RESIDUE = 1.0     # nm^2, added to Dt at every peak
damage_shift = slope(lambda T: sharp(T) + RESIDUE, MID) - E_app
expected = -E_app * RESIDUE / (B_mid + RESIDUE)
assert abs(damage_shift - expected) < 1e-4

mean_mid = sharp(MID, lambda T: T * diffusivity(T)) / B_mid
start_mid = K*START**2*diffusivity(START)*inverse_rates/B_mid
show("D0", D0 / 1e14, "cm^2/s", ".1f")
show("True activation energy E", ENERGY, "eV", ".2f")
show("Heating rate", RATES[0], "K/s", ".0f")
show("Cooling rate", RATES[1], "K/s", ".0f")
show("Start temperature", START - ZERO_C, "C", ".0f")
show("Peak 1050 C in kelvin", MID, "K", ".2f")
show("kT at 1050 C", kT, "eV")
show("2kT at 1050 C", 2 * kT, "eV")
show("kT/E at 1050 C", kT / ENERGY)
show("kT^2/E, depth below peak", K * MID**2 / ENERGY, "K", ".1f")
show("D-weighted mean temperature", mean_mid, "K", ".1f")
show("Start term", start_mid, "eV", ".1e")
show("Lower bound 2kT(1-kT/E)", 2*kT*(1-kT/ENERGY), "eV")
show("Excess, local slope at 1050 C", excess, "eV")
show("Apparent energy, local slope", E_app, "eV")
print("Deficit/(2(kT)^2/E) at E=3.5,7,14 eV:",
      " ".join(f"{r:.3f}" for r in deficit_ratios))
show("D at 1050 C", diffusivity(MID), "nm^2/s", ".3f")
show("Effective time at 1050 C", time_mid, "s", ".3f")
show("Effective time, leading formula", time_simple, "s", ".3f")
for c, T, b in zip(peaks_C, peaks, budgets):
    print(f"Peak {c:.0f} C: Dt {b:.3f} nm^2, "
          f"effective time {b / diffusivity(T):.3f} s")
show("Marker sigma before", sigma0, "nm", ".2f")
show("Marker sigma after, from PDE", np.sqrt(variance), "nm", ".2f")
show("PDE variance growth / 2", (variance-sigma0**2)/2, "nm^2", ".3f")
show("PDE profile error / peak", profile_error, "", ".1e")
show("Fitted apparent energy", fit_energy, "eV")
show("Fitted excess", fit_energy - ENERGY, "eV")
show("Energy from ln(Dt/Tp^2) fit", fixed, "eV")
show("Fitted prefactor / true D0", prefactor, "", ".2f")
show("Fitted line / true D, 800 C soak", soak_ratio, "", ".3f")
show("Rate turning time, rounded tip", SLEW, "s", ".1f")
show("Excess, rounded tip", rounded_excess, "eV")
show("Excess, parabolic pulse", parabola_excess, "eV")
show("Hold time", HOLD, "s", ".0f")
show("Ramp share of Dt with hold", ramp_share, "", ".3f")
show("Excess, ramps plus hold", hold_excess, "eV")
show("Radiative cooling share of Dt", cool_share, "", ".3f")
show("Excess, radiative cooling leg", cool_excess, "eV")
show("Excess, whole radiative spike", radiative_excess, "eV")
show("Reading error at hottest peak", READ_ERROR, "K", ".0f")
show("Energy shift, reading error", read_shift, "eV", ".3f")
show("Marker peak doping", DOPING, "cm^-3", ".0e")
show("Rough carrier density, 1050 C", carriers(MID), "cm^-3", ".1e")
show("Energy shift, doping", doping_shift, "eV", ".3f")
show("Damage residue in Dt", RESIDUE, "nm^2", ".1f")
show("Energy shift, damage residue", damage_shift, "eV", ".2f")
print("all good")
```

Running it gives:

```
D0: 1.0 cm^2/s
True activation energy E: 3.50 eV
Heating rate: 200 K/s
Cooling rate: 80 K/s
Start temperature: 600 C
Peak 1050 C in kelvin: 1323.15 K
kT at 1050 C: 0.1140 eV
2kT at 1050 C: 0.2280 eV
kT/E at 1050 C: 0.0326
kT^2/E, depth below peak: 43.1 K
D-weighted mean temperature: 1284.8 K
Start term: 2.2e-07 eV
Lower bound 2kT(1-kT/E): 0.2206 eV
Excess, local slope at 1050 C: 0.2214 eV
Apparent energy, local slope: 3.7214 eV
Deficit/(2(kT)^2/E) at E=3.5,7,14 eV: 0.889 0.940 0.969
D at 1050 C: 4.664 nm^2/s
Effective time at 1050 C: 0.709 s
Effective time, leading formula: 0.754 s
Peak 1000 C: Dt 0.920 nm^2, effective time 0.658 s
Peak 1025 C: Dt 1.765 nm^2, effective time 0.684 s
Peak 1050 C: Dt 3.309 nm^2, effective time 0.709 s
Peak 1075 C: Dt 6.063 nm^2, effective time 0.736 s
Peak 1100 C: Dt 10.874 nm^2, effective time 0.762 s
Marker sigma before: 3.00 nm
Marker sigma after, from PDE: 3.95 nm
PDE variance growth / 2: 3.309 nm^2
PDE profile error / peak: 2.1e-04
Fitted apparent energy: 3.7212 eV
Fitted excess: 0.2212 eV
Energy from ln(Dt/Tp^2) fit: 3.4934 eV
Fitted prefactor / true D0: 6.96
Fitted line / true D, 800 C soak: 0.637
Rate turning time, rounded tip: 0.5 s
Excess, rounded tip: 0.1725 eV
Excess, parabolic pulse: 0.1115 eV
Hold time: 5 s
Ramp share of Dt with hold: 0.124
Excess, ramps plus hold: 0.0275 eV
Radiative cooling share of Dt: 0.739
Excess, radiative cooling leg: -0.2206 eV
Excess, whole radiative spike: -0.1054 eV
Reading error at hottest peak: 3 K
Energy shift, reading error: -0.101 eV
Marker peak doping: 1e+18 cm^-3
Rough carrier density, 1050 C: 1.0e+19 cm^-3
Energy shift, doping: -0.048 eV
Damage residue in Dt: 1.0 nm^2
Energy shift, damage residue: -0.86 eV
all good
```
